\section*{Isotropic Eliashberg Equations on the Imaginary Axis: Derivation and Numerical Checks, part 3}

We seek the isotropic Eliashberg equations for electrons coupled to phonons and a Coulomb repulsion $\mu=N_FV$, and their errors. Units are $\hbar=k_B=1$; $\omega_n=(2n+1)\pi T$, $\nu_l=2\pi lT$. The starting equation, with Nambu matrices $\tau_i$, couplings $g^j_{kk'}$, phonon propagators $D_j$ and $G^{-1}=i\omega_n-\xi_k\tau_3-\Sigma$ (off-diagonal part $G^{\rm od}$), is \eqref{eq:sigma}. Write $\Sigma=i\omega_n(1-Z)+\chi\tau_3+\phi\tau_1$, $a=[(\omega Z)^2+\phi^2]^{1/2}$, $\Delta_n=\phi_n/Z_n$, $R_n=(\omega_n^2+\Delta_n^2)^{1/2}$. $\phi_C$ is the Coulomb part of $\phi_n$, and $S=\pi T\sum_{|\omega_m|<\omega_c}\Delta_m/R_m$ with cutoff $\omega_c$.

\begin{gather}
\Sigma(k,n)=-T\sum_{k'm}\Big[\sum_j|g^j_{kk'}|^2D_j(k-k',i\omega_n-i\omega_m)\,\tau_3G\tau_3+V_{kk'}\,\tau_3G^{\rm od}\tau_3\Big],\label{eq:sigma}\\
\lambda(l)=\frac{\lambda\Omega^2}{\Omega^2+\nu_l^2},\qquad T\sum_l\lambda(l)=\frac{\lambda\Omega}{2}\coth\frac{\Omega}{2T},\label{eq:einstein}\\
\chi_n\to-I\,T\sum_m\lambda(n-m)=-I\,\frac{\lambda\Omega}{2}\coth\frac{\Omega}{2T},\qquad I=P\!\int dx\,\frac{h(x)}{x}.\label{eq:chilim}\\
\int d\xi\,\frac{h(\xi/W)}{\Theta}=\frac{\pi}{a}\left[1-h'(0)\frac{\chi}{W}\right]+\frac1W\int dx\,\frac{r(x)}{x^2}.\label{eq:corr}\\
X_1(\hat k)=\langle\delta\Lambda(\hat k,\hat k')\rangle_{\hat k'}F[\bar X].\label{eq:X1}\\
Z_n\Delta_n=\pi T\sum_m\lambda(n-m)\frac{\Delta_m}{R_m}+\phi_C,\label{eq:gapC}\\
\Delta_n\simeq\phi_C+\frac{\lambda\Omega^2}{\omega_n^2}\,S ,\label{eq:high}\\
L=\ln\frac{W}{\omega_c}+\frac2\pi\frac{\omega_c}{W}+\dots\label{eq:L}\\
\phi_C=-\mu^*S,\qquad\mu^*(\omega_c)=\frac{\mu}{1+\mu\ln(W/\omega_c)},\qquad\frac1{\mu^*}=\frac1\mu+\ln\frac{W}{\omega_c}.\label{eq:mustar}\\
\delta L\simeq\int_{\omega_c}^\infty\frac{d\omega}{\omega}\,\frac{\lambda\Omega^2}{\mu^*\omega^2}=\frac{\lambda\Omega^2}{2\mu^*\omega_c^2},\label{eq:dL}
\end{gather}

Equation \eqref{eq:einstein} is for an Einstein mode $\Omega$. On band scale $W$, the density of states is $N_Fn(\xi/W)$, the coupling carries $f(\xi/W)f(\xi'/W)$, and $h=nf$; $\Theta=(\xi+\chi)^2+a^2$, and $r$ is $h-1$ less its linear term near $x=0$. In \eqref{eq:X1}, $X_1$ is the first-order change of $(\omega_nZ,\phi)$ from its isotropic value $\bar X$ over Fermi-surface positions $\hat k$; $\delta\Lambda$ is the kernel's anisotropy, including the frequency sum, and $F$ contains $\omega Z/a$ and $\phi/a$. $L=2T\sum_{\omega_m>\omega_c}(2/\omega_m)\arctan(W/\omega_m)$, and $\delta L$ is its reduction by the gap's high-frequency tail. Flat-band edges $\pm W$ weight frequency sums by $(2/\pi)\arctan(W/a)$.

The final table's "ED site" is one orbital (energy $\xi$, pairing field $\phi_0$) coupled by $g$ to one oscillator: exact against second-order self-energy.

\subsection{The result and its limits}

Inserting \eqref{eq:mustar} in \eqref{eq:gapC}, the isotropic Eliashberg equations on the imaginary axis are
\begin{align}
Z_n&=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\frac{\omega_m}{\sqrt{\omega_m^2+\Delta_m^2}},\label{eq:fin1}\\
Z_n\Delta_n&=\pi T\sum_m\left[\lambda(n-m)-\mu^*\theta(\omega_c-|\omega_m|)\right]\frac{\Delta_m}{\sqrt{\omega_m^2+\Delta_m^2}}.\label{eq:fin2}
\end{align}
The cutoff acts only on the Coulomb term; the phonon sums converge because $\lambda(l)\sim1/l^2$. The approximations are: A1, no vertex corrections (assumed, estimated size $\lambda\Omega/E_F$); A2, fixed harmonic phonons; A3, one-band singlet pairing, even in frequency, with a real gap; A4, static off-diagonal Coulomb term; A5, couplings on the Fermi surface; A6, constant density of states and infinite band (A5 and A6 together of order $\lambda\Omega/W$ in the phonon terms; in the Coulomb term they affect the value of $\mu^*$); A7, isotropy (second order in the anisotropy for the mean gap, away from $T_c$); A8, the pseudopotential (order $\Omega^2/\omega_c^2$). The theory is mean field in the pair amplitude and contains no fluctuations of it.

Pair each $m\ge0$ with $m'=-m-1$, for which $\omega_{m'}=-\omega_m$, $\Delta_{m'}=\Delta_m$ and $n-m'=n+m+1$. For $n\ge0$,
\begin{align}
Z_n&=1+\frac{\pi T}{\omega_n}\sum_{m\ge0}[\lambda(n-m)-\lambda(n+m+1)]\frac{\omega_m}{R_m},\label{eq:fold1}\\
Z_n\Delta_n&=\pi T\sum_{m\ge0}[\lambda(n-m)+\lambda(n+m+1)-2\mu^*\theta(\omega_c-\omega_m)]\frac{\Delta_m}{R_m}.\label{eq:fold2}
\end{align}
In the normal state $\omega_m/R_m=1$. The first kernel sums to $\sum_{l=0}^n\lambda(l)+\sum_{l\ge1}\lambda(l)$ and the second to $\sum_{l\ge n+1}\lambda(l)$, so
\begin{equation}
\omega_nZ_n=\omega_n+\pi T\Big[\lambda(0)+2\sum_{l=1}^n\lambda(l)\Big],\qquad Z_0=1+\lambda .
\label{eq:normal}
\end{equation}
This closed form is tested against the direct sum. For a kernel decreasing in $|l|$ the weights $\lambda(m)-\lambda(m+1)$ in $Z_0$ are positive, and $\omega_m/R_m\le1$, so $Z_0<1+\lambda$ once a gap is present. For an Einstein mode at large $n$, the bracket in \eqref{eq:normal} is the full sum \eqref{eq:einstein} minus the tail $2\pi T\sum_{l>n}\lambda(l)\simeq\int_{\omega_n}^\infty d\nu\,\lambda\Omega^2/\nu^2$, giving
\begin{equation}
Z_n\simeq1+\frac{\pi\lambda\Omega}{2\omega_n}\coth\frac{\Omega}{2T}-\frac{\lambda\Omega^2}{\omega_n^2}.
\label{eq:Zhigh}
\end{equation}
If the kernel is replaced by the model $\lambda\,\theta(\omega_D-|\omega_n|)\,\theta(\omega_D-|\omega_m|)$ with $\mu^*=0$, the sum in \eqref{eq:fin1} is odd and vanishes, $Z=1$, $\Delta_n$ is constant below $\omega_D$, and \eqref{eq:fin2} becomes the BCS gap equation $1=\lambda\pi T\sum_{|\omega_m|<\omega_D}1/R_m$ with a frequency cutoff.

For a continuous transition, set $R_m=\omega_m$ in \eqref{eq:fold2} and use the normal-state $Z_n$. Then $\Delta=M\Delta$ with
\begin{equation}
M_{nm}=\frac{\pi T}{Z_n\omega_m}\left[\lambda(n-m)+\lambda(n+m+1)-2\mu^*\theta(\omega_c-\omega_m)\right],
\end{equation}
and $T_c$ is the temperature at which the largest eigenvalue of $M$ equals one.

\subsection{Worked example}

Take round model parameters: an Einstein mode with $\Omega=10$ meV, $\lambda=1$, $\mu^*=0.10$, $\omega_c=100$ meV, at 4 K. With $k_B=0.086173$ meV/K, $T=0.34469$ meV and $2\pi T=2.16577$ meV. There are 46 positive frequencies below $\omega_c$, and the phonon sums run over 462 frequencies, up to 1000 meV. The kernel is $\lambda(1)=100/(100+2.16577^2)=0.9552$, and likewise $\lambda(2)=0.8420$, $\lambda(3)=0.7032$. Iterating \eqref{eq:fold1} and \eqref{eq:fold2} gives
\begin{center}
\begin{tabular}{rrrr}
$n$ & $\omega_n$ (meV) & $Z_n$ & $\Delta_n$ (meV)\\
0 & 1.0829 & 1.9641 & 1.5351\\
1 & 3.2487 & 1.9389 & 1.4677\\
2 & 5.4144 & 1.8946 & 1.3478\\
3 & 7.5802 & 1.8397 & 1.1971\\
10 & 22.7406 & 1.5072 & 0.2807\\
45 & 98.5426 & 1.1490 & $-0.3558$\\
200 & 434.2373 & 1.0355 & $-0.3980$
\end{tabular}
\end{center}
with $\phi_C=-0.3998$ meV, hence $S=0.3998/0.10=3.998$ meV. Four decimals are kept so that the arithmetic can be followed; the model justifies fewer, and extending the phonon sums to 6 eV lowers $\Delta_0$ to $1.5349$ meV.

The lowest row can be followed by hand. $R_0=(1.0829^2+1.5351^2)^{1/2}=1.8786$ meV, and in the same way $R_1=3.565$ and $R_2=5.580$ meV. For $n=0$ the prefactor $\pi T/\omega_0$ is one. In the normal state the truncated sum telescopes to $1+\lambda(0)-\lambda(462)=1.9999$, the last term being about $(10/1000)^2$. The gap lowers this by $\sum_m[\lambda(m)-\lambda(m+1)](1-\omega_m/R_m)$, whose first terms are
\begin{equation}
0.0448\times0.4236+0.1132\times0.0887+0.1388\times0.0296=0.0190+0.0100+0.0041 .
\end{equation}
They account for $0.033$ of the total $1.9999-1.9641=0.036$. In the gap equation the phonon part must equal $\phi_0-\phi_C=3.0152+0.3998=3.415$ meV, where $\phi_0=Z_0\Delta_0$. Its first terms, $\pi T[\lambda(m)+\lambda(m+1)]\Delta_m/R_m$, are
\begin{align}
1.0829\times1.9552\times0.8172&=1.730\ \text{meV},\nonumber\\
1.0829\times1.7972\times0.4117&=0.801\ \text{meV},\nonumber\\
1.0829\times1.5452\times0.2416&=0.404\ \text{meV},\nonumber
\end{align}
and the remaining $0.48$ meV comes from $m\ge3$.

At $n=45$, the normal-state form \eqref{eq:Zhigh}, with $(\lambda\Omega/2)\coth(\Omega/2T)=5.0000$ meV, gives $1+15.708/98.54-100/98.54^2=1+0.1594-0.0103=1.1491$ against $1.1490$. Equation \eqref{eq:high} gives $\Delta_{45}-\phi_C\simeq0.0103\times3.998=0.041$ meV against $-0.3558+0.3998=0.044$ meV. At $n=200$ it gives $0.0021$ meV against $0.0018$ meV, while $Z$ still differs from one by $0.0355$. These are comparisons with leading-order estimates and are not among the asserted tests.

The largest eigenvalue of $M$ at 4 K is $1.3685$, so the normal state is unstable there. It reaches one at $T_c=9.3$ K $=0.80$ meV. The nonlinear equations bracket this value as a test: $\Delta_0=0.488$ meV at $0.97\,T_c$, and at $1.03\,T_c$ the iteration decays to $7\times10^{-10}$ meV, the level at which it stops. The number $\Delta_0=1.54$ meV is the gap function at the imaginary frequency $i\omega_0$; the spectroscopic gap requires continuation to real frequencies.

\subsection{Measured errors of A5 to A8}

\emph{A5 and A6.} Equation \eqref{eq:sigma} was solved as a $2\times2$ matrix problem on an energy grid with both signs of frequency, $\chi$ kept and the chemical potential fixed, for a band $[-W,2W]$ with $n(x)=1+0.3x$, $f(x)=1/(1+x^2)$, and the same $\mu^*$ and $\omega_c$. Both it and the isotropic reference were summed to 200 meV, where the reference has $Z_0=1.96153$ and $\Delta_0=1.54141$ meV. Deviations at $\xi=0$, relative to that reference:
\begin{center}
\begin{tabular}{rrrrr}
$W$ (eV) & $\lambda\Omega/W$ & $\delta Z_0/Z_0$ & $\delta\Delta_0/\Delta_0$ & $\chi_0$ (meV)\\
0.1 & 0.1000 & $-8.80\times10^{-2}$ & $-1.09\times10^{-2}$ & $-2.733$\\
1 & 0.0100 & $-1.26\times10^{-2}$ & $+4.54\times10^{-3}$ & $-3.691$\\
10 & 0.0010 & $-1.33\times10^{-3}$ & $+5.86\times10^{-4}$ & $-3.864$\\
20 & 0.0005 & $-6.70\times10^{-4}$ & $+2.97\times10^{-4}$ & $-3.875$
\end{tabular}
\end{center}
Doubling $W$ from 10 to 20 eV divides the errors by $1.33/0.670=1.99$ and $5.86/2.97=1.97$, the $1/W$ law that is tested. At 0.1 eV the error in $\Delta_0$ has the opposite sign. There $W$ is smaller than the largest frequencies summed, so the leading term \eqref{eq:corr} does not suffice. The sign of $\delta\Delta_0$ is not general. The change of sign persists if $\omega_c$ is lowered to 30 meV at the same $\mu^*$, while for $\mu^*=0$ the error is negative from 0.1 to 1 eV ($-5.4\times10^{-2}$ and $-2.8\times10^{-3}$ at the two ends). The error in $\Delta_0$ passes through zero between 0.1 and 1 eV, and the size of that entry should not be read as accuracy of A6, since $Z_0$ is off by about 9 per cent. The shift does not vanish as $W$ grows. Here $I=\ln2-\tfrac12\ln\tfrac52+0.3\,(\arctan2+\arctan1)=0.8028$, and \eqref{eq:chilim} with the sum stopped at 200 meV gives $-3.886$ meV, which the last column approaches; agreement within 2 per cent at 20 eV is tested at $n=0$ and $n=20$. The full sum gives $-0.8028\times5.0000=-4.014$ meV, larger in magnitude than $\Delta_0$, yet without effect on it in the limit.

\emph{A7.} On a Fermi circle, the kernel $[1+0.5\cos2(\theta-\theta')]\lambda(l)$ has a uniform row average. Started from an anisotropic guess, the solution returns to the reference $\Delta_0$ within $4\times10^{-13}$ relative, which is numerical noise. The kernel $(1+a\cos2\theta)(1+a\cos2\theta')\lambda(l)$, where $a$ now denotes the anisotropy, has row average $(1+a\cos2\theta)\lambda(l)$. By \eqref{eq:X1}, $\delta Z_0=(Z_0-1)\,a\cos2\theta$ and $\delta\phi_0=(\phi_0-\phi_C)\,a\cos2\theta$, so
\begin{equation}
\frac{\delta\Delta_0}{\Delta_0}=\left[\frac{3.415}{3.0152}-\frac{0.9641}{1.9641}\right]a\cos2\theta=0.642\,a\cos2\theta ,
\end{equation}
with the coefficient taken from the 1000 meV solution. For $a=0.05$ this predicts a half-spread $0.642\times0.05\times1.541=0.049$ meV, and the computed range $1.492$--$1.591$ meV has half-spread $0.050$ meV. The mean of $\Delta_0$ rises, relative to the reference, by $4.118\times10^{-4}$ at $a=0.05$ and $1.648\times10^{-3}$ at $a=0.1$, a ratio of $4.00$, which is the tested second-order law. At $a=0.3$ the gap ranges from $1.230$ to $1.853$ meV while the mean rises by only $1.5$ per cent.

\emph{A8.} For $\mu=0.4$ and a flat band with edges $\pm10$ eV, the equations were solved with the bare $\mu$, the arctangent weights in all sums and all frequencies, giving $\Delta_0=1.2956$ meV. At $\omega_c=46\times2.16577=99.63$ meV the sum $L$ is $4.6152$ and $\ln(W/\omega_c)=4.6089$. The difference $0.0063$ is $(2/\pi)(99.63/10000)$, as \eqref{eq:L} states and as is tested. Then $\mu^*=0.4/(1+0.4\times4.6089)=0.1407$, and \eqref{eq:fin1}--\eqref{eq:fin2} give $1.2982$ meV, an error of $+1.99\times10^{-3}$ relative to the full-band value. At $\omega_c=400.67$ meV, $\mu^*=0.1749$ gives $1.2946$ meV, an error of $-7.4\times10^{-4}$. The unmatched $\mu^*=0.10$ misses by $+18.5$ per cent. The tests require only that the first error be below 4 per cent, that the second be smaller in magnitude than $0.6$ of the first, and that the unmatched value miss by more than three times the first; the power of $\omega_c$ is not tested.

The error changes sign between the two cutoffs, so it is not a single power of $\omega_c$. The difference of the two errors, $2.7\times10^{-3}$, can be compared with \eqref{eq:dL}. At the lower cutoff $\delta L=100/(2\times0.1407\times99.63^2)=0.036$, at the upper one $100/(2\times0.1749\times400.67^2)=0.002$. The difference $0.034$ is a shift of $1/\mu^*$ common to all cutoffs by \eqref{eq:mustar}, and corresponds at the lower cutoff to $\delta\mu^*=0.1407^2\times0.034=6.7\times10^{-4}$. The secant slope of $\Delta_0$ between $\mu^*=0.10$ and $0.1407$ is $(1.2982-1.5351)/(0.1407-0.10)=-5.8$ meV, so the estimate is $5.8\times6.7\times10^{-4}/1.30=3.0\times10^{-3}$, of the observed sign and size. The secant is steeper than the local slope at $\mu^*=0.1407$, about $-5.4$ meV, which gives $2.8\times10^{-3}$. The negative residue at the upper cutoff is comparable to $\lambda\Omega/W=0.0010$; stopping the phonon sums at 1000 meV raises $\Delta_0$ by about $2\times10^{-4}$ relative, and with sums to 6 eV the two errors become $+1.8\times10^{-3}$ and $-9.3\times10^{-4}$. As $\omega_c$ is raised further the error levels off near $-1.1\times10^{-3}$, and it roughly doubles when $W$ is halved at fixed $\mu^*$. About four fifths of it is the infinite-band step A6 in the phonon sums, which the full-band solution does not make; the rest comes from the terms of order $\Omega/W$ dropped in the Coulomb term. This breakdown is not among the asserted tests.

\section*{Table of computed values}
\begin{verbatim}
ED site (units of Omega): xi=0.3, phi0=0.4, T=0.2
ED n=0 g=0.04: Sigma_12 exact 5.94363e-04, 2nd order 5.93783e-04
ED n=0 rel. error g=0.02: 4.49e-04, g=0.04: 1.80e-03
Omega=10.0 meV, lambda=1.0, mu*=0.1, wc=100.0 meV, T=4.0 K
kB = 0.086173 meV/K, kB T = 0.34469 meV, 2 pi T = 2.16577 meV
positive frequencies below wc: 46; phonon sums to 1000 meV: 462
lambda(l), l=0..3: 1.0000, 0.9552, 0.8420, 0.7032
n=0: w=1.0829 meV, Z=1.9641, Delta=1.5351 meV
n=1: w=3.2487 meV, Z=1.9389, Delta=1.4677 meV
n=2: w=5.4144 meV, Z=1.8946, Delta=1.3478 meV
n=3: w=7.5802 meV, Z=1.8397, Delta=1.1971 meV
n=10: w=22.7406 meV, Z=1.5072, Delta=0.2807 meV
n=45: w=98.5426 meV, Z=1.1490, Delta=-0.3558 meV
n=200: w=434.2373 meV, Z=1.0355, Delta=-0.3980 meV
R_0 = 1.8786 meV, phi_0 = 3.0152 meV, phi_C = -0.3998 meV
normal-state Z_0 = 1.9999
Tc = 9.3 K = 0.80 meV; top eigenvalue at 4.0 K = 1.3685
Delta_0(0.97 Tc) = 0.488 meV, |Delta_0(1.03 Tc)| = 7e-10 meV
reference, sums to 200 meV (92 freq.): Z_0=1.96153, Delta_0=1.54141 meV
W=0.1 eV: lam*Om/W=0.1000, dZ0/Z0=-8.80e-02, dD0/D0=-1.09e-02, chi_0=-2.733 meV
W=1 eV: lam*Om/W=0.0100, dZ0/Z0=-1.26e-02, dD0/D0=+4.54e-03, chi_0=-3.691 meV
W=10 eV: lam*Om/W=0.0010, dZ0/Z0=-1.33e-03, dD0/D0=+5.86e-04, chi_0=-3.864 meV
W=20 eV: lam*Om/W=0.0005, dZ0/Z0=-6.70e-04, dD0/D0=+2.97e-04, chi_0=-3.875 meV
I = 0.8028; chi_0 limit (sums to 200 meV) = -3.886 meV
(lam Om/2) coth = 5.0000 meV; chi limit, full sum = -4.014 meV
kernel 1+0.5cos2(th-th'): max |dD0/D0| = 4e-13
separable a=0.05: mean dD0/D0=+4.118e-04, D0 range 1.492-1.591 meV
separable a=0.1: mean dD0/D0=+1.648e-03, D0 range 1.442-1.641 meV
separable a=0.3: mean dD0/D0=+1.491e-02, D0 range 1.230-1.853 meV
mu=0.4, W=10 eV: L sum=4.6152, ln(W/wc)=4.6089 at wc=99.63 meV
full-band Delta_0 = 1.2956 meV
wc=99.63 meV: mu*=0.1407, Delta_0=1.2982 meV, rel. error=+1.99e-03
wc=400.67 meV: mu*=0.1749, Delta_0=1.2946 meV, rel. error=-7.38e-04
control, unmatched mu*=0.1: rel. error=+1.85e-01
\end{verbatim}
